# Correcting Charged Defects in Dielectric Slabs with a Layered Model: a numerical check

```python
"""Charged-defect correction for a layered dielectric slab (Gaussian units).

Result under test: E_corr = E_iso[model] - E_per[model] - Q*C, which turns the
supercell energy of a localized charge Q into its isolated-slab energy.
E_per : energy with periodic images, uniform background, zero-average potential
E_iso : energy with open boundaries, potential zero at infinity
C     : far-away constant of (true periodic - model periodic) potential
L, H  : lateral and vertical supercell lengths; eps(z): layered permittivity
A charge shape is a list of (weight, Gaussian width) with unit total weight.
Lengths are in angstrom, energies in eV; potentials are multiplied by e.
"""
from collections import Counter
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import erf, erfc

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2 in eV angstrom
q = 1.0
CUT = 5.2        # in-plane cutoff times the smallest Gaussian width


def permittivity(z, layers, width):
    eps = np.ones_like(z)
    for bottom, top, value in layers:
        eps += (value - 1) * 0.5 * (erf((z - bottom) / width)
                                    - erf((z - top) / width))
    return eps


def line_charge(z, k, centre, shape):
    """In-plane Fourier component of the unit charge as a function of z."""
    return sum(w * np.exp(-0.5 * (k * s)**2 - 0.5 * ((z - centre) / s)**2)
               / (s * np.sqrt(2 * np.pi)) for w, s in shape)


def shells(L, shape):
    """Distinct nonzero in-plane wavevector lengths and their multiplicity."""
    limit = CUT / min(s for _, s in shape) * L / (2 * np.pi)
    n = int(limit)
    count = Counter(i * i + j * j for i in range(-n, n + 1)
                    for j in range(-n, n + 1) if 0 < i * i + j * j <= limit**2)
    return [(2 * np.pi * np.sqrt(m) / L, c) for m, c in count.items()]


def planar_periodic(L, H, layers, width, centre, shape, h=0.05):
    """Zero-average planar potential from integrating the displacement."""
    n = int(round(H / h))
    z = (np.arange(n) + 0.5) * h
    eps = permittivity(z, layers, width)
    face = 2 / (1 / eps + 1 / np.roll(eps, -1))
    rho = line_charge(z, 0.0, centre, shape)
    D = 4 * np.pi * h * np.cumsum(rho - rho.mean())
    D -= np.sum(D / face) / np.sum(1 / face)
    V = np.concatenate(([0.0], -np.cumsum(D / face * h)[:-1]))
    V -= V.mean()
    return z, eps, face, rho, V


def periodic_fv(L, H, layers, width, centre, shape, h=0.05):
    """Periodic energy and planar potential by finite volumes."""
    z, eps, face, rho, V0 = planar_periodic(L, H, layers, width, centre,
                                            shape, h)
    n = len(z)
    total = h * np.sum(rho * V0)
    i = np.arange(n)
    j = (i + 1) % n
    rows = np.concatenate((i, i, j))
    cols = np.concatenate((i, j, i))
    off = -face / h**2
    for k, multiplicity in shells(L, shape):
        diag = (face + np.roll(face, 1)) / h**2 + eps * k**2
        matrix = coo_matrix((np.concatenate((diag, off, off)), (rows, cols)),
                            shape=(n, n)).tocsc()
        rho = line_charge(z, k, centre, shape)
        total += multiplicity * h * np.sum(
            rho * spsolve(matrix, 4 * np.pi * rho))
    return q**2 * E2 * total / (2 * L**2), z, q * E2 * V0 / L**2


def isolated_fv(layers, width, centre, shape, lo, hi, h=0.05):
    """Isolated energy: continuous k and exact decaying outer solutions."""
    n = int(round((hi - lo) / h))
    z = lo + (np.arange(n) + 0.5) * h
    eps = permittivity(z, layers, width)
    face = 2 / (1 / eps[:-1] + 1 / eps[1:])
    kmax = CUT / min(s for _, s in shape)
    x, w = np.polynomial.legendre.leggauss(100)
    t, w = 0.5 * (x + 1), 0.5 * w
    total = 0.0
    for ti, wi in zip(t, w):
        k = kmax * ti**2
        dk = 2 * kmax * ti * wi
        diag = eps * k**2
        diag[:-1] += face / h**2
        diag[1:] += face / h**2
        diag[0] += eps[0] * k / (1 + 0.5 * k * h) / h
        diag[-1] += eps[-1] * k / (1 + 0.5 * k * h) / h
        band = np.zeros((3, n))
        band[0, 1:] = -face / h**2
        band[1] = diag
        band[2, :-1] = -face / h**2
        rho = line_charge(z, k, centre, shape)
        V = solve_banded((1, 1), band, 4 * np.pi * rho)
        total += k * dk / (2 * np.pi) * h * np.sum(rho * V)
    return 0.5 * q**2 * E2 * total


def periodic_pw(L, H, layers, width, centre, shape, z_out):
    """Independent periodic solver: plane waves along z."""
    N = int(np.ceil(11.0 * H / (2 * np.pi)))
    index = np.arange(-N, N + 1)
    G = 2 * np.pi * index / H
    M = 4096
    coef = np.fft.fft(permittivity(np.arange(M) * H / M, layers, width)) / M
    eps = coef[(index[:, None] - index[None, :]) % M]
    GG = np.outer(G, G)

    def source(k):
        return np.exp(-1j * G * centre) / H * sum(
            w * np.exp(-0.5 * (k**2 + G**2) * s**2) for w, s in shape)

    keep = index != 0
    rho = source(0.0)
    V0 = np.zeros(len(G), complex)
    V0[keep] = np.linalg.solve((eps * GG)[np.ix_(keep, keep)],
                               4 * np.pi * rho[keep])
    total = H * np.vdot(rho, V0).real
    for k, multiplicity in shells(L, shape):
        rho = source(k)
        V = np.linalg.solve(eps * (GG + k**2), 4 * np.pi * rho)
        total += multiplicity * H * np.vdot(rho, V).real
    planar = (np.exp(1j * np.outer(z_out, G)) @ V0).real
    return q**2 * E2 * total / (2 * L**2), q * E2 * planar / L**2


def madelung(eta):
    """Ewald constant of a unit simple cubic lattice with background."""
    r = np.arange(-6, 7)
    n2 = (r[:, None, None]**2 + r[None, :, None]**2
          + r[None, None, :]**2).ravel()
    n2 = n2[n2 > 0].astype(float)
    R = np.sqrt(n2)
    G2 = 4 * np.pi**2 * n2
    return -(np.sum(erfc(eta * R) / R)
             + 4 * np.pi * np.sum(np.exp(-G2 / (4 * eta**2)) / G2)
             - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


print(f"e^2 = {E2:.5f} eV angstrom; q = {q:+.0f}")

# Uniform medium against an Ewald sum
alpha = madelung(1.8)
assert abs(alpha - madelung(2.3)) < 1e-9
Lu, su, eu = 14.0, 1.0, 4.0
uniform = [(-1e3, 1e3, eu)]
got = (isolated_fv(uniform, 1.0, Lu / 2, [(1.0, su)], 0.0, Lu)
       - periodic_fv(Lu, Lu, uniform, 1.0, Lu / 2, [(1.0, su)])[0])
want = q**2 * E2 / eu * (alpha / (2 * Lu) - 2 * np.pi * su**2 / Lu**3)
print(f"Uniform test: L={Lu:.0f} A, eps={eu:.0f}, width={su:.1f} A, "
      f"Madelung constant={alpha:.6f}")
print(f"  E_iso-E_per: solver {got:.5f} eV, Ewald {want:.5f} eV")
assert abs(got - want) < 2e-4

# Sharp slab against the image-charge series
es, thick, below = 4.0, 20.0, 6.0
above = thick - below
got = isolated_fv([(10.0, 10.0 + thick, es)], 1e-6, 10.0 + below,
                  [(1.0, 1.0)], 0.0, 40.0)
beta = (es - 1) / (es + 1)
m = np.arange(0, 200)
images = (np.sum(beta**(2 * m[1:]) / (m[1:] * thick))
          + np.sum(beta**(2 * m + 1) * (1 / (2 * m * thick + 2 * below)
                                        + 1 / (2 * m * thick + 2 * above))))
self_energy = q**2 * E2 / (2 * np.sqrt(np.pi) * es)
image_energy = q**2 * E2 * images / (2 * es)
print(f"Sharp slab: eps={es:.0f}, thickness={thick:.0f} A, "
      f"depths={below:.0f} and {above:.0f} A, width=1.0 A")
print(f"  self {self_energy:.5f} + images {image_energy:.5f} = "
      f"{self_energy + image_energy:.5f} eV; solver {got:.5f} eV")
assert abs(got - self_energy - image_energy) < 3e-4

# Worked example
layers = [(10.0, 22.0, 12.0), (22.0, 38.0, 4.0)]
smooth, z0 = 0.8, 30.0
eps_local = layers[1][2]
true_shape = [(0.6, 0.8), (0.4, 1.2)]
model_shape = [(1.0, 1.6)]
var_true = sum(w * s**2 for w, s in true_shape)
var_model = sum(w * s**2 for w, s in model_shape)
for bottom, top, value in layers:
    print(f"Layer: z={bottom:.0f} to {top:.0f} A, eps={value:.0f}")
print(f"Interface smoothing {smooth:.1f} A; defect at z={z0:.0f} A")
print("True charge (weight, width in A): "
      + ", ".join(f"({w:.1f}, {s:.1f})" for w, s in true_shape))
print(f"Model width {model_shape[0][1]:.1f} A; variance per axis: "
      f"true {var_true:.3f}, model {var_model:.3f} A^2")

iso_model = isolated_fv(layers, smooth, z0, model_shape, 0.0, 48.0)
iso_coarse = isolated_fv(layers, smooth, z0, model_shape, 0.0, 48.0, h=0.1)
iso_true = isolated_fv(layers, smooth, z0, true_shape, 0.0, 48.0)
print(f"E_iso model: {iso_model:.5f} eV (grid 0.05 A), "
      f"{iso_coarse:.5f} eV (grid 0.10 A)")
print(f"E_iso true charge, direct: {iso_true:.5f} eV")
assert abs(iso_model - iso_coarse) < 5e-4

raw_values, final_values = [], []
for L, H in [(10.0, 48.0), (14.0, 48.0), (14.0, 80.0), (20.0, 64.0)]:
    per_model, z, V_model = periodic_fv(L, H, layers, smooth, z0, model_shape)
    per_true, V_true = periodic_pw(L, H, layers, smooth, z0, true_shape, z)
    distance = np.abs((z - z0 + H / 2) % H - H / 2)
    far = distance > 8.0
    difference = V_true - V_model
    C = difference[far].mean()
    spread = np.ptp(difference[far])
    C_formula = (2 * np.pi * q * E2 * (var_true - var_model)
                 / (eps_local * L**2 * H))
    correction = iso_model - per_model - q * C
    final = per_true + correction
    raw_values.append(per_true)
    final_values.append(final)
    print(f"Cell L={L:.0f} A, H={H:.0f} A:")
    print(f"  E_per true {per_true:.5f}, E_per model {per_model:.5f} eV")
    print(f"  C plateau {1e3*C:.3f} meV, moment formula "
          f"{1e3*C_formula:.3f} meV, spread {1e3*spread:.4f} meV")
    print(f"  E_corr {correction:.5f} eV, corrected energy {final:.5f} eV, "
          f"error {1e3*(final-iso_true):.3f} meV")
    assert abs(C - C_formula) < 1e-4
    assert spread < 2e-4
    assert abs(final - iso_true) < 5e-4
    if (L, H) == (10.0, 48.0):
        no_alignment = final + q * C - iso_true
        assert abs(no_alignment) > 10 * abs(final - iso_true)
        print(f"  error without alignment {1e3*no_alignment:.3f} meV")
        print(f"  E_corr = {correction*const.e*1e7:.4e} erg")
        # The same model charge in the independent plane-wave solver
        check, _ = periodic_pw(L, H, layers, smooth, z0, model_shape, z)
        print(f"  E_per model by plane waves {check:.5f} eV")
        assert abs(check - per_model) < 2e-4
        # Flatness must expose a wrong permittivity or position
        wrong_layers = [layers[0], (22.0, 38.0, 6.0)]
        for label, lay, centre in [("eps 6 for 4", wrong_layers, z0),
                                   ("charge shifted 0.5 A", layers, z0 + 0.5)]:
            bad = planar_periodic(L, H, lay, smooth, centre, model_shape)[4]
            bad_spread = np.ptp((V_true - q * E2 * bad / L**2)[far])
            print(f"  plateau spread, {label}: {1e3*bad_spread:.1f} meV")
            assert bad_spread > 20 * spread
print(f"Range over cells: raw {np.ptp(raw_values):.5f} eV, "
      f"corrected {1e3*np.ptp(final_values):.3f} meV")

# Linear growth of the periodic energy with vacuum
L, H1, H2 = 14.0, 400.0, 800.0
E1 = periodic_fv(L, H1, layers, smooth, z0, model_shape, h=0.1)[0]
E2nd = periodic_fv(L, H2, layers, smooth, z0, model_shape, h=0.1)[0]
slope = (E2nd - E1) / (H2 - H1)
limit = np.pi * q**2 * E2 / (6 * L**2)
print(f"Vacuum growth, L={L:.0f} A: E_per={E1:.4f} eV at H={H1:.0f} A, "
      f"{E2nd:.4f} eV at H={H2:.0f} A")
print(f"  slope {slope:.6f} eV/A, asymptotic formula {limit:.6f} eV/A")
assert abs(slope / limit - 1) < 0.02

print("all good")
```

Output:

```
e^2 = 14.39965 eV angstrom; q = +1
Uniform test: L=14 A, eps=4, width=1.0 A, Madelung constant=2.837297
  E_iso-E_per: solver 0.35654 eV, Ewald 0.35654 eV
Sharp slab: eps=4, thickness=20 A, depths=6 and 14 A, width=1.0 A
  self 1.01552 + images 0.18575 = 1.20127 eV; solver 1.20129 eV
Layer: z=10 to 22 A, eps=12
Layer: z=22 to 38 A, eps=4
Interface smoothing 0.8 A; defect at z=30 A
True charge (weight, width in A): (0.6, 0.8), (0.4, 1.2)
Model width 1.6 A; variance per axis: true 0.960, model 2.560 A^2
E_iso model: 0.69229 eV (grid 0.05 A), 0.69231 eV (grid 0.10 A)
E_iso true charge, direct: 1.12798 eV
Cell L=10 A, H=48 A:
  E_per true 1.36538, E_per model 0.93725 eV
  C plateau -7.534 meV, moment formula -7.540 meV, spread 0.0723 meV
  E_corr -0.23742 eV, corrected energy 1.12795 eV, error -0.031 meV
  error without alignment -7.566 meV
  E_corr = -3.8039e-13 erg
  E_per model by plane waves 0.93724 eV
  plateau spread, eps 6 for 4: 172.1 meV
  plateau spread, charge shifted 0.5 A: 188.4 meV
Cell L=14 A, H=48 A:
  E_per true 1.07758, E_per model 0.64576 eV
  C plateau -3.844 meV, moment formula -3.847 meV, spread 0.0369 meV
  E_corr 0.05038 eV, corrected energy 1.12795 eV, error -0.032 meV
Cell L=14 A, H=80 A:
  E_per true 1.81959, E_per model 1.38624 eV
  C plateau -2.307 meV, moment formula -2.308 meV, spread 0.0578 meV
  E_corr -0.69164 eV, corrected energy 1.12795 eV, error -0.031 meV
Cell L=20 A, H=64 A:
  E_per true 1.12727, E_per model 0.69302 eV
  C plateau -1.413 meV, moment formula -1.414 meV, spread 0.0245 meV
  E_corr 0.00068 eV, corrected energy 1.12796 eV, error -0.029 meV
Range over cells: raw 0.74202 eV, corrected 0.003 meV
Vacuum growth, L=14 A: E_per=12.9531 eV at H=400 A, 28.2357 eV at H=800 A
  slope 0.038207 eV/A, asymptotic formula 0.038468 eV/A
all good
```
